# Which LO mode belongs to a weak TO in a strong band?: a program that tests the result

```python
"""
Result under test: for q -> 0 the longitudinal field adds a rank-one term to
the dynamical matrix, D_L = diag(nu_TO^2) + s s^T.  Hence LO and TO frequencies
interlace, LO eigenvectors mix all bright TO eigenvectors, and a weak TO inside
a strong reststrahlen band has the LO of its own character just below it.
Symbols: nu = omega/(2 pi) in THz; z = mode charge in e/sqrt(u);
s = z e / sqrt(u eps0 eps_inf V) / (2 pi) in THz; eps = dielectric function;
eps_b = dielectric function with one chosen mode left out.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


# ---- Macroscopic field from a direct sum over point dipoles ----------------
def dipole_wave_field_ratio(q=0.4, mu=0.02, n_max=175):
    """Simple cubic lattice (constant 1), dipoles along x modulated by cos(q.R).
    Returns (E_longitudinal - E_transverse) / (-P/eps0)."""
    n = np.arange(n_max + 1)
    mult = np.where(n == 0, 1.0, 2.0)
    y, z = np.meshgrid(n, n, indexing="ij")
    weight_yz = np.outer(mult, mult)
    longitudinal = transverse = 0.0
    for x in n:
        r2 = (x**2 + y**2 + z**2).astype(float)
        weight = mult[x] * weight_yz
        if x == 0:
            r2[0, 0] = 1.0
            weight[0, 0] = 0.0
        term = weight * (3*x**2 - r2) * np.exp(-mu**2 * r2) / (r2**2 * np.sqrt(r2))
        longitudinal += np.cos(q*x) * term.sum()
        transverse += (np.cos(q*y) * term).sum()
    return (longitudinal - transverse) / (-4*np.pi)


field_ratio = dipole_wave_field_ratio()
# The Gaussian cutoff and the finite q each change the sum by about one percent.
assert abs(field_ratio - 1) < 0.02

# ---- Random crystals: zeros of driven response against diagonalization -----
rng = np.random.default_rng(7)
n_crystals = 20
worst_root_error = 0.0
for _ in range(n_crystals):
    n_atoms = 5
    mass = rng.uniform(1, 5, n_atoms)
    springs = np.triu(rng.uniform(0.2, 2, (n_atoms, n_atoms)), 1)
    springs = springs + springs.T
    stiffness = np.diag(springs.sum(axis=1)) - springs
    charge = rng.normal(size=n_atoms)
    charge -= charge.mean()
    coupling = rng.uniform(0.1, 2)
    root_mass = np.sqrt(mass)
    dyn = stiffness / np.outer(root_mass, root_mass)
    zvec = charge / root_mass
    to2 = np.linalg.eigvalsh(dyn)
    lo2 = np.linalg.eigvalsh(dyn + coupling*np.outer(zvec, zvec))
    assert abs(to2[0]) < 1e-10 and abs(lo2[0]) < 1e-10

    def driven_eps(x):
        displacement = np.linalg.solve(stiffness - x*np.diag(mass), charge)
        return 1 + coupling * charge @ displacement

    to2, lo2 = to2[1:], lo2[1:]
    upper = np.append(to2[1:], to2[-1] + 1.01*coupling*zvec @ zvec)
    for low, high, lo in zip(to2, upper, lo2):
        gap = high - low
        root = brentq(driven_eps, low + 1e-9*gap, high - 1e-9*gap, xtol=1e-13)
        assert low < lo < high
        worst_root_error = max(worst_root_error, abs(root - lo))
assert worst_root_error < 1e-8

# ---- Worked example ---------------------------------------------------------
volume_A3, eps_inf = 60.0, 4.0
nu_to = np.array([10.0, 13.0, 20.0])
z_mode = np.array([0.9, 0.1, 0.1])
u_mass = const.physical_constants["atomic mass constant"][0]
unit_s = const.e / np.sqrt(u_mass*const.epsilon_0*eps_inf*volume_A3*1e-30)
unit_s /= 2*np.pi*1e12
s = z_mode * unit_s


def longitudinal_modes(nu, strength, scale=1.0):
    values, vectors = np.linalg.eigh(np.diag(nu**2)
                                     + scale*np.outer(strength, strength))
    return np.sqrt(values), vectors


def eps(freq, leave_out=None):
    keep = np.arange(len(nu_to)) != (-1 if leave_out is None else leave_out)
    return eps_inf*(1 + np.sum(s[keep]**2 / (nu_to[keep]**2 - freq**2)))


nu_lo, vec = longitudinal_modes(nu_to, s)
character = vec**2                      # rows: TO modes, columns: LO modes
assert nu_to[0] < nu_lo[0] < nu_to[1] < nu_lo[1] < nu_to[2] < nu_lo[2]
assert character[1, 0] > 0.9 and character[0, 1] > 0.9
assert character.min() > 1e-8           # every LO contains every bright TO
for col in range(3):
    predicted = s / (nu_lo[col]**2 - nu_to**2)
    predicted /= np.linalg.norm(predicted)
    assert abs(abs(predicted @ vec[:, col]) - 1) < 1e-10

strong_alone = np.sqrt(nu_to[0]**2 + s[0]**2)

# Weak-mode estimate; its error must fall 16-fold when the charge is halved.
estimate, background, error_ratio = {}, {}, {}
for mode, lo_index in ((1, 0), (2, 2)):
    background[mode] = eps(nu_to[mode], leave_out=mode)
    estimate[mode] = np.sqrt(nu_to[mode]**2 + s[mode]**2*eps_inf/background[mode])
    errors = []
    for small_charge in (0.04, 0.02):
        s_small = s.copy()
        s_small[mode] = small_charge*unit_s
        exact = longitudinal_modes(nu_to, s_small)[0][lo_index]**2
        approx = nu_to[mode]**2 + s_small[mode]**2*eps_inf/background[mode]
        errors.append(abs(exact - approx))
    error_ratio[mode] = errors[0]/errors[1]
    assert 14 < error_ratio[mode] < 18
assert background[1] < 0 < background[2]

# Total polarization relative to the weak mode's own polarization in its LO.
pol_ratio = {}
for mode, lo_index in ((1, 0), (2, 2)):
    pol_ratio[mode] = (s @ vec[:, lo_index]) / (s[mode]*vec[mode, lo_index])
    screened = eps_inf / eps(nu_lo[lo_index], leave_out=mode)
    assert abs(pol_ratio[mode] - screened) < 1e-8*abs(screened)
assert pol_ratio[1] < 0 < pol_ratio[2]

# Second-order level repulsion against the direct upward push (strong mode only).
direct_push = s[1]**2
repulsion = (s[0]*s[1])**2 / (nu_to[1]**2 - strong_alone**2)
two_lo = longitudinal_modes(nu_to[:2], s[:2])[0]
two_mode_shift = two_lo[0]**2 - nu_to[1]**2
assert direct_push + repulsion < 0 and two_mode_shift < 0
assert abs(direct_push + repulsion - two_mode_shift) < 0.1*abs(two_mode_shift)

# Coulomb term switched on gradually: frequencies rise, characters exchange.
path = np.array([longitudinal_modes(nu_to, s, t)[0] for t in np.linspace(0, 1, 101)])
assert np.all(np.diff(path, axis=0) > 0)
lam_cross = brentq(lambda t: longitudinal_modes(nu_to, s, t)[1][0, 0]**2 - 0.5,
                   0.01, 1.0)
nu_cross = longitudinal_modes(nu_to, s, lam_cross)[0]
assert longitudinal_modes(nu_to, s, 0.01)[1][0, 0]**2 > 0.99


# Reflectivity at normal incidence: a window inside the band.
def reflectivity(freq):
    index = np.sqrt(complex(eps(freq)))
    return abs((index - 1)/(index + 1))**2


def inside(a, b):
    return np.linspace(a, b, 52)[1:-1]


assert all(eps(f) < 0 for f in inside(nu_to[0], nu_lo[0]))
assert all(eps(f) > 0 for f in inside(nu_lo[0], nu_to[1]))
assert all(eps(f) < 0 for f in inside(nu_to[1], nu_lo[1]))
nu_mid = 0.5*(nu_lo[0] + nu_to[1])
assert reflectivity(nu_mid) < 0.99 and abs(reflectivity(11.0) - 1) < 1e-12

# Charges recovered from the frequencies alone.
z_all = np.array([np.sqrt(np.prod(nu_lo**2 - nu_to[m]**2)
                          / np.prod(np.delete(nu_to, m)**2 - nu_to[m]**2))
                  for m in range(3)]) / unit_s
z_pair = np.sqrt(nu_lo**2 - nu_to**2) / unit_s
assert np.allclose(z_all, z_mode, rtol=1e-9)
assert z_pair[1] > 3*z_mode[1]
assert abs(np.prod(nu_lo**2/nu_to**2) - eps(0.0)/eps_inf) < 1e-9

# Resonant two-mode crystal: equal mixing; and a degenerate bright pair.
nu_res = np.sqrt(nu_to[0]**2 + s[0]**2 - s[1]**2)
res_lo, res_vec = longitudinal_modes(np.array([nu_to[0], nu_res]), s[:2])
assert np.allclose(res_vec**2, 0.5, atol=1e-9)
assert res_lo[0] < nu_res < res_lo[1]
assert abs(res_lo[1]**2 - res_lo[0]**2 - 2*s[0]*s[1]) < 1e-9
deg_lo = longitudinal_modes(np.array([13.0, 13.0]), s[:2])[0]
assert abs(deg_lo[0] - 13.0) < 1e-10 and deg_lo[1] > 13.1

# ---- Output -----------------------------------------------------------------
to_cm = 1e12/(100*const.c)
print(f"dipole sum: (E_L - E_T)/(-P/eps0) = {field_ratio:.4f}")
print(f"random crystals tested = {n_crystals}")
print(f"largest root difference (model units) = {worst_root_error:.1e}")
print(f"cell volume = {volume_A3:.0f} A^3, eps_inf = {eps_inf:.0f}")
print(f"s for unit mode charge = {unit_s:.4f} THz")
for m in range(3):
    print(f"TO{m+1}: nu = {nu_to[m]:.1f} THz, z = {z_mode[m]:.1f} e/sqrt(u), "
          f"s = {s[m]:.4f} THz")
for k in range(3):
    print(f"LO{k+1}: nu = {nu_lo[k]:.4f} THz = {nu_lo[k]*to_cm:.2f} cm^-1")
    print("   weights on TO1,TO2,TO3 = "
          + ", ".join(f"{w:.5f}" for w in character[:, k]))
print(f"LO of strong mode alone = {strong_alone:.4f} THz")
print(f"LO1 - TO2 = {nu_lo[0]-nu_to[1]:.4f} THz")
print(f"LO3 - TO3 = {nu_lo[2]-nu_to[2]:.4f} THz")
for m in (1, 2):
    print(f"weak TO{m+1}: eps_b = {background[m]:.4f}, "
          f"LO estimate = {estimate[m]:.4f} THz")
    print(f"   error ratio on halving charge = {error_ratio[m]:.2f}")
    print(f"   P_total/P_weak in its LO = {pol_ratio[m]:.4f}")
print(f"two-mode direct push = {direct_push:.4f} THz^2")
print(f"two-mode repulsion = {repulsion:.4f} THz^2")
print(f"two-mode exact shift = {two_mode_shift:.4f} THz^2")
print(f"characters exchange at Coulomb scale = {lam_cross:.4f}")
print(f"   lowest two frequencies there = {nu_cross[0]:.4f}, {nu_cross[1]:.4f} THz")
print(f"window midpoint = {nu_mid:.4f} THz, eps = {eps(nu_mid):.4f}")
print(f"   reflectivity there = {reflectivity(nu_mid):.4f}")
print(f"reflectivity at 11 THz = {reflectivity(11.0):.4f}")
print("charges from all frequencies = "
      + ", ".join(f"{v:.4f}" for v in z_all) + " e/sqrt(u)")
print("charges from single pairs = "
      + ", ".join(f"{v:.4f}" for v in z_pair) + " e/sqrt(u)")
print(f"eps(0) = {eps(0.0):.4f}, eps(0)/eps_inf = {eps(0.0)/eps_inf:.4f}")
print(f"product of (LO/TO)^2 = {np.prod(nu_lo**2/nu_to**2):.4f}")
print(f"resonant case: weak TO = {nu_res:.4f} THz")
print(f"   LOs = {res_lo[0]:.4f}, {res_lo[1]:.4f} THz")
print(f"   weak-mode weights = {res_vec[1,0]**2:.4f}, {res_vec[1,1]**2:.4f}")
print(f"degenerate pair at 13 THz: LOs = {deg_lo[0]:.4f}, {deg_lo[1]:.4f} THz")
print("PASS")
```

It prints:

```
dipole sum: (E_L - E_T)/(-P/eps0) = 0.9913
random crystals tested = 20
largest root difference (model units) = 2.5e-14
cell volume = 60 A^3, eps_inf = 4
s for unit mode charge = 13.5746 THz
TO1: nu = 10.0 THz, z = 0.9 e/sqrt(u), s = 12.2171 THz
TO2: nu = 13.0 THz, z = 0.1 e/sqrt(u), s = 1.3575 THz
TO3: nu = 20.0 THz, z = 0.1 e/sqrt(u), s = 1.3575 THz
LO1: nu = 12.9410 THz = 431.67 cm^-1
   weights on TO1,TO2,TO3 = 0.03999, 0.95997, 0.00004
LO2: nu = 15.8364 THz = 528.25 cm^-1
   weights on TO1,TO2,TO3 = 0.94825, 0.03979, 0.01196
LO3: nu = 20.0918 THz = 670.19 cm^-1
   weights on TO1,TO2,TO3 = 0.01176, 0.00024, 0.98800
LO of strong mode alone = 15.7879 THz
LO1 - TO2 = -0.0590 THz
LO3 - TO3 = 0.0918 THz
weak TO2: eps_b = -4.6207, LO estimate = 12.9385 THz
   error ratio on halving charge = 15.88
   P_total/P_weak in its LO = -0.8304
weak TO3: eps_b = 1.9780, LO estimate = 20.0929 THz
   error ratio on halving charge = 15.93
   P_total/P_weak in its LO = 1.9974
two-mode direct push = 1.8427 THz^2
two-mode repulsion = -3.4269 THz^2
two-mode exact shift = -1.5205 THz^2
characters exchange at Coulomb scale = 0.4697
   lowest two frequencies there = 12.7317, 13.3270 THz
window midpoint = 12.9705 THz, eps = 4.9054
   reflectivity there = 0.1428
reflectivity at 11 THz = 1.0000
charges from all frequencies = 0.9000, 0.1000, 0.1000 e/sqrt(u)
charges from single pairs = 0.6051, 0.6662, 0.1413 e/sqrt(u)
eps(0) = 10.0324, eps(0)/eps_inf = 2.5081
product of (LO/TO)^2 = 2.5081
resonant case: weak TO = 15.7294 THz
   LOs = 15.2536, 16.3047 THz
   weak-mode weights = 0.5000, 0.5000
degenerate pair at 13 THz: LOs = 13.0000, 17.8914 THz
PASS
```
